**Energy loss and dechannelling of a 1 MeV proton in silicon**

The program evaluates the valence stopping power $S_v=(4\pi C^2n/mv^2)L$, with $L=\operatorname{arccosh}(mv^2/\hbar\omega_p)$. Here $C=e^2/4\pi\varepsilon_0$, $n$ is the valence-electron density, $\omega_p$ its plasma frequency, $m$ the electron mass and $v$ the proton speed. It asserts that $L$ agrees within 2% with an integral over the Lindhard response, and it compares the plane potential, atomic deflection, nuclear stopping, transverse heating and distant core excitation with direct numerical calculations. The output gives 23.3 eV/nm for valence electrons alone, 42.7 eV/nm for random electronic stopping and 0.035 eV/nm for random nuclear stopping. Simulated protons follow explicit plane lattices with thermal displacements at fixed energy. Over 3 µm, 2% of the channelled protons pass within 0.01 nm of a nucleus when atoms alone deflect them, and 48% do so when electronic scattering is added. The program asserts that the second fraction exceeds the first by more than 0.03.

## Verification by program

```python
# RESULT UNDER TEST: a channelled proton avoids nuclei but still loses energy to
# valence electrons, S_v = 4 pi C^2 n L/(m v^2), L = arccosh(m v^2/(hbar w_p)).
# C = e^2/(4 pi eps0), n = valence density, w_p = its plasma frequency,
# v = ion speed, m = electron mass. Lengths in nm and energies in eV, except
# where a name ends in _au (Hartree atomic units).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, trapezoid, cumulative_trapezoid
from scipy.special import k0, k1
from pyscf import gto, scf

# ---------- inputs (rough typical values for silicon) ----------
energy = 1.0e6            # proton energy, eV
lattice = 0.543           # cubic lattice constant, nm
vibration = 0.0078        # one-dimensional rms thermal displacement, nm
mean_excitation = 170.0   # mean excitation energy of all electrons, eV
gap = 1.1                 # band gap, eV
Z = 14
mass_ratio = sc.m_p / (28.0 * sc.atomic_mass)   # ion mass / target atom mass

bohr = sc.physical_constants["Bohr radius"][0] * 1e9
hartree = sc.physical_constants["Hartree energy in eV"][0]
C = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9     # eV nm
electron_ion = sc.m_e / sc.m_p
mv2 = 2 * energy * electron_ion                 # electron mass * v^2, eV
v_au = np.sqrt(mv2 / hartree)
atom_density = 8 / lattice**3
spacing = lattice / (2 * np.sqrt(2))
areal = atom_density * spacing
n_valence = 4 * atom_density
n_au = n_valence * bohr**3
wp_au = np.sqrt(4 * np.pi * n_au)
plasmon = wp_au * hartree
kf_au = (3 * np.pi**2 * n_au) ** (1 / 3)

# ---------- valence stopping: closed form against full Lindhard response ----------
L_valence = np.arccosh(mv2 / plasmon)
prefactor = 4 * np.pi * C**2 / mv2
S_valence = prefactor * n_valence * L_valence


def lindhard(q, omega):
    """Dielectric function of the electron gas at complex frequency (a.u.)."""
    z = q / (2 * kf_au)
    u = omega / (q * kf_au)

    def g(w):
        return (1 - w**2) * np.log((w + 1) / (w - 1))
    return 1 + (0.5 + (g(z - u) + g(z + u)) / (8 * z)) / (np.pi * kf_au * z**2)


q_grid = np.geomspace(0.03, 2.1 * (v_au + kf_au), 240)
inner = []
for q in q_grid:
    w = np.linspace(0, q * v_au, 12001)
    loss = np.imag(-1 / lindhard(q, w + 0.02j))
    inner.append(trapezoid(w * loss, w))
inner = np.array(inner) * 2 / (np.pi * wp_au**2)
L_rpa = trapezoid(inner, np.log(q_grid))
q_split = np.sqrt(2 * wp_au)
cumulative = cumulative_trapezoid(inner, np.log(q_grid), initial=0)
far_share = np.interp(np.log(q_split), np.log(q_grid), cumulative) / L_rpa
# tolerance: small artificial damping in the response and a finite grid
assert abs(L_rpa / L_valence - 1) < 0.02
assert abs(far_share - 0.5) < 0.03

# ---------- transverse heating by valence electrons ----------
root = np.sqrt(v_au**4 - wp_au**2)
q_low = np.sqrt(wp_au**2 * 4 / (2 * (v_au**2 + root)))
q_high = np.sqrt(2 * (v_au**2 + root))


def heating_integrand(s):
    q2 = np.exp(2 * s)
    w2 = wp_au**2 + q2**2 / 4
    return (q2 - w2 / v_au**2) / (2 * np.sqrt(w2))


heat_number = quad(heating_integrand, np.log(q_low), np.log(q_high))[0]
heating = electron_ion * S_valence * heat_number / L_valence      # eV/nm
heating_formula = 0.5 * electron_ion * S_valence * (1 - (1 - np.log(2)) / L_valence)
# tolerance: the formula drops terms of order (w_p/v^2) ln(v^2/w_p)
assert abs(heating_formula / heating - 1) < 0.02

# ---------- screened atom, plane potential, deflection, nuclear stopping ----------
screening = 0.8853 * bohr / Z ** (1 / 3)
X = 3 * screening**2
Q = Z * C
rho = Q / (2 * energy)


def atom_potential(r):
    return Q * (1 / r - 1 / np.sqrt(r**2 + X))


def plane_potential(y):
    return 2 * np.pi * Q * areal * (np.sqrt(y**2 + X) - y)


y_test = 0.05
direct = quad(lambda p: 2 * np.pi * p * areal * atom_potential(np.hypot(p, y_test)),
              0, np.inf, limit=200)[0]
assert abs(direct / plane_potential(y_test) - 1) < 1e-5

b_test, h = 0.03, 1e-5


def side_force(z):
    return -(atom_potential(np.hypot(b_test + h, z))
             - atom_potential(np.hypot(b_test - h, z))) / (2 * h)


impulse_angle = 2 * quad(side_force, 0, 3.0, points=[0.03, 0.2], limit=200)[0] / (2 * energy)
angle_formula = Q / energy * X / (b_test * (b_test**2 + X))
assert abs(impulse_angle / angle_formula - 1) < 1e-3

log_integral = quad(lambda s: np.exp(s) / (np.exp(s) + rho**2) * (X / (np.exp(s) + X))**2,
                    np.log(rho**2) - 20, np.log(X) + 20, limit=300)[0]
nuclear_log = np.log(X / rho**2) - 1
assert abs(log_integral / nuclear_log - 1) < 1e-3
S_nuclear = np.pi * atom_density * mass_ratio * Q**2 / energy * nuclear_log


def channel_potential(y):
    return plane_potential(y) + plane_potential(spacing - y)


barrier = channel_potential(screening) - channel_potential(spacing / 2)
critical_angle = np.degrees(np.sqrt(barrier / energy))

# ---------- free Si atom: where valence and core electrons are ----------
mol = gto.M(atom="Si 0 0 0", basis="def2-tzvp", spin=2, verbose=0)
mf = scf.UHF(mol)
mf.kernel()
assert mf.converged
r = np.linspace(1e-4, 25, 5001)
core = np.zeros_like(r)
valence = np.zeros_like(r)
for axis in range(3):
    for sign in (-1, 1):
        points = np.zeros((r.size, 3))
        points[:, axis] = sign * r
        ao = mol.eval_gto("GTOval_sph", points)
        for spin, occupied in ((0, 8), (1, 6)):
            dens = (ao @ mf.mo_coeff[spin][:, :occupied])**2
            core += dens[:, :5].sum(axis=1) / 6
            valence += dens[:, 5:].sum(axis=1) / 6
assert abs(trapezoid(4 * np.pi * r**2 * core, r) - 10) < 0.1
assert abs(trapezoid(4 * np.pi * r**2 * valence, r) - 4) < 0.08
binding_2p = -mf.mo_energy[0][4] * hartree
binding_1s = -mf.mo_energy[0][0] * hartree


def plane_density(y_nm, density):
    """Plane-averaged density of superposed atoms, electrons per nm^3."""
    running = cumulative_trapezoid(2 * np.pi * r * density, r, initial=0)
    outside = running[-1] - running
    total = 0.0
    for j in range(-9, 11):
        total = total + np.interp(np.abs(y_nm - j * spacing) / bohr, r, outside)
    return areal * total / bohr


y_line = np.linspace(0, spacing, 401)
mean_val = trapezoid(plane_density(y_line, valence), y_line) / spacing
assert abs(mean_val / n_valence - 1) < 0.03
valence_ratio = plane_density(spacing / 2, valence) / n_valence
core_ratio = plane_density(spacing / 2, core) / (10 * atom_density)
assert valence_ratio > 0.5 and core_ratio < 0.05
S_local = 0.5 * S_valence * (1 + valence_ratio)

# mean excitation energy from the local plasma frequency of the core density
safe_core = np.maximum(core, 1e-30)
core_log = trapezoid(4 * np.pi * r**2 * core
                     * np.log(np.sqrt(2) * hartree * np.sqrt(4 * np.pi * safe_core)), r)
I_plasma = np.exp((4 * np.log(plasmon) + core_log) / Z)
# tolerance: the local plasma picture is itself only good to some 20 percent
assert abs(np.log(I_plasma / mean_excitation)) < 0.25
S_random = prefactor * Z * atom_density * np.log(2 * mv2 / mean_excitation)
S_random_plasma = prefactor * Z * atom_density * np.log(2 * mv2 / I_plasma)
k_shell_share = 2 * abs(np.log(2 * mv2 / binding_1s)) / (Z * np.log(2 * mv2 / mean_excitation))

# ---------- distant excitation of a bound electron: formula against motion ----------
w_au = binding_2p / hartree
b_au = spacing / 2 / bohr


def bound_electron(t, s):
    cube = (b_au**2 + (v_au * t)**2) ** 1.5
    return [s[2], s[3], b_au / cube - w_au**2 * s[0], v_au * t / cube - w_au**2 * s[1]]


sol = solve_ivp(bound_electron, (-40, 40), [0, 0, 0, 0], method="DOP853",
                rtol=1e-9, atol=1e-12, max_step=0.2)
end = sol.y[:, -1]
motion_loss = 0.5 * (end[2]**2 + end[3]**2 + w_au**2 * (end[0]**2 + end[1]**2))
xi = w_au * b_au / v_au
bessel_loss = 2 / v_au**2 * (w_au / v_au)**2 * (k0(xi)**2 + k1(xi)**2)
assert abs(motion_loss / bessel_loss - 1) < 0.01

inverse_reach = w_au / v_au / bohr


def distant_loss(x):
    arg = inverse_reach * np.hypot(x, spacing / 2)
    return 2 * C**2 / mv2 * inverse_reach**2 * (k0(arg)**2 + k1(arg)**2)


S_core_high = 2 * areal * 8 * 2 * quad(distant_loss, 0, 2.0)[0]

# ---------- protons through explicit plane lattices ----------
# Each plane is a regular lattice of the right areal density, seen along an
# irrational direction. Groups: nuclei only, nuclei + electrons, tilted beam.
rng = np.random.default_rng(7)
group = 200
count = 3 * group
cell = 1 / np.sqrt(areal)
depth = 3000.0
steps = int(depth / cell)
early = int(500.0 / cell)
entry_gap = 0.05
y = rng.uniform(entry_gap, spacing - entry_gap, count)
y[2 * group:] = rng.uniform(0, spacing, group)
x = rng.uniform(0, cell, count)
angle_x = np.zeros(count)
angle_y = np.zeros(count)
angle_y[2 * group:] = np.radians(3.0)
kick = np.zeros(count)
kick[group:2 * group] = np.sqrt(0.5 * heating * cell / energy)
entry_distance = np.minimum(y, spacing - y)
closest = entry_distance.copy()
hits = np.zeros(count)
nuclear_loss = np.zeros(count)
columns = np.array([-cell, 0.0, cell])
golden = (np.sqrt(5) - 1) / 2
close_radius = 0.01
for k in range(steps):
    planes = np.floor(y / spacing)[:, None] + np.array([0.0, 1.0])
    dy = (y[:, None] - planes * spacing)[:, :, None]
    dx = x[:, None] / cell - k * golden - planes * np.sqrt(2)
    dx = ((dx - np.rint(dx)) * cell)[:, :, None] + columns
    shake = rng.normal(0, vibration, (2, count, 2, 3))
    dx = dx + shake[0]
    dy = dy + shake[1]
    b2 = dx**2 + dy**2
    push = Q / energy / (b2 + rho**2) * X / (b2 + X)
    angle_x += (push * dx).sum(axis=(1, 2)) + kick * rng.normal(size=count)
    angle_y += (push * dy).sum(axis=(1, 2)) + kick * rng.normal(size=count)
    nuclear_loss += energy * mass_ratio * (push**2 * b2).sum(axis=(1, 2))
    hits += (b2 < close_radius**2).sum(axis=(1, 2))
    x += angle_x * cell
    y += angle_y * cell
    if k < early:
        closest = np.minimum(closest, np.abs(y - np.rint(y / spacing) * spacing))
path = steps * cell
quiet, heated, tilted = slice(0, group), slice(group, 2 * group), slice(2 * group, count)
turning_ratio = np.median(closest[quiet] / entry_distance[quiet])
expected_hits = atom_density * np.pi * close_radius**2 * path
hit_quiet, hit_heated = np.mean(hits[quiet] > 0), np.mean(hits[heated] > 0)
S_nuclear_channel = nuclear_loss[quiet].mean() / path
# tolerance: thermal displacements blur the turning point
assert 0.85 < turning_ratio <= 1.0
# tolerance: counting noise and deflection of a finite group
assert abs(hits[tilted].mean() / expected_hits - 1) < 0.10
assert hits[quiet].mean() < 0.01 * hits[tilted].mean()
assert S_nuclear_channel < 0.05 * S_nuclear
assert hit_heated > hit_quiet + 0.03
assert S_nuclear < 0.01 * S_valence < 0.01 * S_random


def show(label, value, unit="", fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("proton energy", energy / 1e6, "MeV", ".1f")
show("lattice constant (rough input)", lattice, "nm")
show("thermal displacement, one axis (rough input)", vibration, "nm", ".4f")
show("mean excitation energy (rough input)", mean_excitation, "eV", ".0f")
show("atom density", atom_density, "nm^-3", ".2f")
show("valence electron density", n_valence, "nm^-3", ".1f")
show("{110} plane spacing", spacing, "nm", ".4f")
show("atoms per area of one plane", areal, "nm^-2", ".2f")
show("electron mass times v squared", mv2, "eV", ".1f")
show("ion speed / Fermi speed of valence gas", v_au / kf_au, "", ".2f")
show("valence plasmon energy", plasmon, "eV", ".2f")
show("L from closed form", L_valence)
show("L from Lindhard response", L_rpa)
show("long-range share of L, Lindhard response", far_share)
show("length 1/q at the near-far division", bohr / q_split, "nm", ".4f")
show("valence stopping, uniform gas", S_valence, "eV/nm", ".2f")
show("random electronic stopping", S_random, "eV/nm", ".2f")
show("valence / random stopping", S_valence / S_random)
show("random nuclear stopping", S_nuclear, "eV/nm", ".4f")
show("nuclear / electronic stopping, random", S_nuclear / S_random, "", ".2e")
show("channelled nuclear stopping, simulated", S_nuclear_channel, "eV/nm", ".2e")
show("loss over 1 um, valence only, fixed S", S_valence, "keV", ".1f")
show("loss over 1 um, random, fixed S", S_random, "keV", ".1f")
show("screening length", screening, "nm", ".4f")
show("barrier from mid-channel to one screening length", barrier, "eV", ".1f")
show("critical angle from this barrier", critical_angle, "degree", ".2f")
show("mid-channel valence density / mean", valence_ratio)
show("mid-channel core density / mean", core_ratio, "", ".1e")
show("mid-channel stopping with local density", S_local, "eV/nm", ".2f")
show("2p binding energy, Hartree-Fock", binding_2p, "eV", ".0f")
show("1s binding energy, Hartree-Fock", binding_1s, "eV", ".0f")
show("distant L-shell loss, high estimate", S_core_high, "eV/nm", ".2f")
show("mid-channel / random, local density only", S_local / S_random)
show("mid-channel / random, with L-shell estimate", (S_local + S_core_high) / S_random)
show("mean excitation energy, local plasma estimate", I_plasma, "eV", ".0f")
show("random stopping with that estimate", S_random_plasma, "eV/nm", ".2f")
show("K-shell term / total, size of shell error", k_shell_share)
show("relative change of L from band gap",
     (np.log(np.hypot(plasmon, gap) / plasmon)) / L_valence, "", ".1e")
show("kinetic / rest energy of proton", energy * sc.e / (sc.m_p * sc.c**2), "", ".1e")
show("transverse heating by electrons, both axes", heating * 1000, "eV/um", ".2f")
show("same from short formula", heating_formula * 1000, "eV/um", ".2f")
show("protons per simulated group", group, "", "d")
show("simulated depth", path / 1000, "um", ".2f")
show("smallest entry distance from a plane, channelled groups", entry_gap, "nm", ".2f")
show("radius counted as close encounter", close_radius, "nm", ".2f")
show("median closest / entry distance in first 0.5 um", turning_ratio)
show("close encounters per ion, tilted 3 degrees", hits[tilted].mean(), "", ".1f")
show("close encounters per ion, expected at random", expected_hits, "", ".1f")
show("close encounters per ion, channelled, nuclei only", hits[quiet].mean())
show("close encounters per ion, channelled, with electrons", hits[heated].mean())
show("fraction with any close encounter, nuclei only", hit_quiet)
show("fraction with any close encounter, with electrons", hit_heated)
print("finished without a failed check")
```

Output:

```
proton energy: 1.0 MeV
lattice constant (rough input): 0.543 nm
thermal displacement, one axis (rough input): 0.0078 nm
mean excitation energy (rough input): 170 eV
atom density: 49.97 nm^-3
valence electron density: 199.9 nm^-3
{110} plane spacing: 0.1920 nm
atoms per area of one plane: 9.59 nm^-2
electron mass times v squared: 1089.2 eV
ion speed / Fermi speed of valence gas: 6.61
valence plasmon energy: 16.60 eV
L from closed form: 4.877
L from Lindhard response: 4.812
long-range share of L, Lindhard response: 0.495
length 1/q at the near-far division: 0.0479 nm
valence stopping, uniform gas: 23.32 eV/nm
random electronic stopping: 42.68 eV/nm
valence / random stopping: 0.546
random nuclear stopping: 0.0349 eV/nm
nuclear / electronic stopping, random: 8.19e-04
channelled nuclear stopping, simulated: 1.90e-04 eV/nm
loss over 1 um, valence only, fixed S: 23.3 keV
loss over 1 um, random, fixed S: 42.7 keV
screening length: 0.0194 nm
barrier from mid-channel to one screening length: 13.6 eV
critical angle from this barrier: 0.21 degree
mid-channel valence density / mean: 0.976
mid-channel core density / mean: 1.3e-03
mid-channel stopping with local density: 23.04 eV/nm
2p binding energy, Hartree-Fock: 116 eV
1s binding energy, Hartree-Fock: 1873 eV
distant L-shell loss, high estimate: 3.71 eV/nm
mid-channel / random, local density only: 0.540
mid-channel / random, with L-shell estimate: 0.627
mean excitation energy, local plasma estimate: 144 eV
random stopping with that estimate: 45.47 eV/nm
K-shell term / total, size of shell error: 0.008
relative change of L from band gap: 4.5e-04
kinetic / rest energy of proton: 1.1e-03
transverse heating by electrons, both axes: 5.89 eV/um
same from short formula: 5.95 eV/um
protons per simulated group: 200
simulated depth: 3.00 um
smallest entry distance from a plane, channelled groups: 0.05 nm
radius counted as close encounter: 0.01 nm
median closest / entry distance in first 0.5 um: 0.971
close encounters per ion, tilted 3 degrees: 47.6
close encounters per ion, expected at random: 47.1
close encounters per ion, channelled, nuclei only: 0.350
close encounters per ion, channelled, with electrons: 8.625
fraction with any close encounter, nuclei only: 0.020
fraction with any close encounter, with electrons: 0.480
finished without a failed check
```
